**Best-fit rotation: Horn's quaternion matrix and the corrected SVD**

For labelled geometries with centred coordinates $\mathbf x_k,\mathbf y_k$ and weights $w_k$, the least weighted squared misfit over proper rotations and translations is $G-2\lambda_1$. Here $G=\sum_k w_k(|\mathbf x_k|^2+|\mathbf y_k|^2)$, and $\lambda_1$ is the largest eigenvalue of Horn's matrix $N$ built from $M=\sum_k w_k\mathbf x_k\mathbf y_k^T$. The program asserts the quadratic form symbolically from the quaternion product, and compares the spectrum of $N$ and the two fitted rotations with the SVD $M=USV^T$ for random geometries of either determinant sign. It also asserts agreement with direct numerical searches over rotation and translation, the cost of misalignment, and the planar, two-site and degenerate mirror cases. For a distorted copy of a chiral five-site model, both routes give an RMSD of 0.194 bohr. For the mirror-image target the uncorrected SVD reports the same value by using an improper matrix, while the best proper rotation gives 1.808 bohr. For undistorted copies, the output shows that residuals avoid the cancellation error of $G-2\lambda_1$.

## Verification by program

```python
"""Best proper rotation between two labelled geometries a_k and b_k.

Result under test: minimise E = sum_k w_k |b_k - R a_k - t|^2, det R = +1.
With centred x_k, y_k:  M = sum w x y^T,  G = sum w (|x|^2 + |y|^2).
The minimum is G - 2*lambda_max, lambda_max = top eigenvalue of Horn's
4x4 matrix N(M); its eigenvector is the unit quaternion (scalar first) of R.
The SVD M = U S V^T gives R = V diag(1,1,d) U^T, d = det(U) det(V).
Lengths are in bohr, weights are dimensionless, RMSD = sqrt(E / sum w).
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import least_squares
from scipy.spatial.transform import Rotation

ANGSTROM_PER_BOHR = physical_constants["Bohr radius"][0] * 1e10
rng = np.random.default_rng(7)


def rotation_matrix(q):
    s, x, y, z = q
    return np.array([
        [s*s + x*x - y*y - z*z, 2*(x*y - s*z), 2*(x*z + s*y)],
        [2*(x*y + s*z), s*s - x*x + y*y - z*z, 2*(y*z - s*x)],
        [2*(x*z - s*y), 2*(y*z + s*x), s*s - x*x - y*y + z*z]])


def horn_matrix(m):
    tr = m[0, 0] + m[1, 1] + m[2, 2]
    dx, dy, dz = m[1, 2] - m[2, 1], m[2, 0] - m[0, 2], m[0, 1] - m[1, 0]
    xy, xz, yz = m[0, 1] + m[1, 0], m[0, 2] + m[2, 0], m[1, 2] + m[2, 1]
    return np.array([[tr, dx, dy, dz],
                     [dx, 2*m[0, 0] - tr, xy, xz],
                     [dy, xy, 2*m[1, 1] - tr, yz],
                     [dz, xz, yz, 2*m[2, 2] - tr]])


def correlation(a, b, w):
    x = a - w @ a / w.sum()
    y = b - w @ b / w.sum()
    return (x * w[:, None]).T @ y, np.sum(w[:, None] * (x*x + y*y))


def horn_fit(m):
    """Eigenvalues and quaternions in descending order, and the best R."""
    values, vectors = np.linalg.eigh(horn_matrix(m))
    values, vectors = values[::-1], vectors[:, ::-1].copy()
    if vectors[0, 0] < 0:
        vectors[:, 0] *= -1
    return values, vectors, rotation_matrix(vectors[:, 0])


def svd_fit(m):
    """Singular values, sign d, corrected R, uncorrected R, and U, V."""
    u, s, vt = np.linalg.svd(m)
    d = np.sign(np.linalg.det(u) * np.linalg.det(vt))
    return s, d, vt.T @ np.diag([1, 1, d]) @ u.T, vt.T @ u.T, u, vt.T


def misfit(a, b, w, r):
    """E from the residuals, with the centroids brought together."""
    shift = w @ b / w.sum() - r @ (w @ a / w.sum())
    return np.sum(w[:, None] * (b - a @ r.T - shift)**2)


def direct_search(a, b, w, parity):
    """Minimise E over rotation vector and translation, raw coordinates."""
    def residual(p):
        r = parity * Rotation.from_rotvec(p[:3]).as_matrix()
        return (np.sqrt(w)[:, None] * (b - a @ r.T - p[3:])).ravel()
    runs = [least_squares(residual, rng.normal(size=6), jac="3-point",
                          ftol=1e-14, xtol=1e-13, gtol=1e-13)
            for _ in range(8)]
    best = min(runs, key=lambda run: run.cost)
    r = parity * Rotation.from_rotvec(best.x[:3]).as_matrix()
    return 2 * best.cost, r, best.x[3:]


def text(v, digits=4):
    return " ".join(f"{c:.{digits}f}" for c in np.round(v, digits) + 0.0)


# Symbolic test: rotate x by the Hamilton product and project on y.
def hamilton(p, q):
    return [p[0]*q[0] - p[1]*q[1] - p[2]*q[2] - p[3]*q[3],
            p[0]*q[1] + p[1]*q[0] + p[2]*q[3] - p[3]*q[2],
            p[0]*q[2] - p[1]*q[3] + p[2]*q[0] + p[3]*q[1],
            p[0]*q[3] + p[1]*q[2] - p[2]*q[1] + p[3]*q[0]]


qs = sp.symbols("q0:4", real=True)
xs = sp.symbols("x0:3", real=True)
ys = sp.symbols("y0:3", real=True)
turned = hamilton(hamilton(qs, [0, *xs]), [qs[0], -qs[1], -qs[2], -qs[3]])
r_sym = rotation_matrix(qs)
for i in range(3):
    assert sp.expand(turned[i+1] - sum(r_sym[i, j]*xs[j]
                                       for j in range(3))) == 0
n_sym = horn_matrix(np.array([[xi*yj for yj in ys] for xi in xs]))
form = sum(qs[i]*n_sym[i, j]*qs[j] for i in range(4) for j in range(4))
assert sp.expand(form - sum(ys[i]*turned[i+1] for i in range(3))) == 0

# Random geometries: spectrum, equality of both routes, reflection rule.
signs = set()
for _ in range(200):
    a, b = rng.normal(size=(2, 6, 3))
    w = rng.uniform(0.5, 2, 6)
    m, g = correlation(a, b, w)
    lam, quats, r_horn = horn_fit(m)
    s, d, r_svd, r_plain, _, _ = svd_fit(m)
    s3 = d * s[2]
    expected = [s[0]+s[1]+s3, s[0]-s[1]-s3, -s[0]+s[1]-s3, -s[0]-s[1]+s3]
    assert np.allclose(lam, expected, atol=1e-11)
    assert abs(misfit(a, b, w, r_horn) - (g - 2*lam[0])) < 1e-10
    assert abs(misfit(a, b, w, r_svd) - (g - 2*lam[0])) < 1e-10
    # rotation error grows as 1/gap, so the difference is scaled by the gap
    assert np.abs(r_horn - r_svd).max() * (lam[0]-lam[1]) < 1e-11 * s[0]
    assert abs(np.linalg.det(r_horn) - 1) < 1e-12
    assert np.sign(np.linalg.det(r_plain)) == np.sign(np.linalg.det(m))
    signs.add(int(d))
assert signs == {-1, 1}

# Chiral model molecule and its two targets.
weights = np.array([4., 1., 2., 3., 2.])
reference = np.array([[0, 0, 0], [1.2, 1.2, 1.2], [-1.5, -1.5, 1.5],
                      [-1.9, 1.9, -1.9], [2.2, -2.2, -2.2]])
distortion = np.array([[0.1, 0, -0.1], [0, 0.2, 0.1], [-0.2, 0.1, 0],
                       [0.1, -0.1, 0.2], [0, 0.1, -0.2]])
axis_in, angle_in = np.array([1, 2, 2]) / 3, 100.0
shift_in = np.array([3., -1., 2.])
r_in = Rotation.from_rotvec(np.radians(angle_in) * axis_in).as_matrix()
mirror = np.diag([1., 1., -1.])
targets = {"A": (reference + distortion) @ r_in.T + shift_in,
           "B": (reference + distortion) @ mirror @ r_in.T + shift_in}
total = weights.sum()


def rmsd(e):
    return np.sqrt(e / total)


print("Lengths in bohr; M, N, G, E, eigenvalues in bohr^2")
for k in range(5):
    print(f"site {k+1}: w {weights[k]:.0f}; ref {text(reference[k], 1)};"
          f" distortion {text(distortion[k], 1)}")
for k in range(5):
    print(f"site {k+1}: A {text(targets['A'][k])}; "
          f"B {text(targets['B'][k])}")
print(f"input turn {angle_in:.0f} deg, axis {text(axis_in)};"
      f" shift {text(shift_in, 1)}")
print("centroid ref:", text(weights @ reference / total))
print("centroids A; B:", text(weights @ targets["A"] / total), ";",
      text(weights @ targets["B"] / total))

results = {}
for name, b in targets.items():
    m, g = correlation(reference, b, weights)
    lam, quats, r = horn_fit(m)
    s, d, r_svd, r_plain, u, v = svd_fit(m)
    e_best, e_plain = (misfit(reference, b, weights, z) for z in (r, r_plain))
    e_search, r_search, t_search = direct_search(reference, b, weights, 1)
    e_mirror, _, _ = direct_search(reference, b, weights, -1)
    t = weights @ b / total - r @ (weights @ reference / total)
    assert abs(e_search - e_best) < 1e-7
    assert np.abs(r_search - r).max() < 1e-5
    assert np.abs(t_search - t).max() < 1e-5
    assert np.abs(r_svd - r).max() < 1e-11
    assert abs(e_mirror - (g + 2*lam[3])) < 1e-7
    assert abs(e_plain - min(e_search, e_mirror)) < 1e-7
    # Turn by 10 degrees from the optimum towards each other eigenvector.
    half = np.radians(10) / 2
    for i in (1, 2, 3):
        r_off = rotation_matrix(np.cos(half)*quats[:, 0]
                                + np.sin(half)*quats[:, i])
        turn = Rotation.from_matrix(r_off @ r.T).magnitude()
        rise = misfit(reference, b, weights, r_off) - e_best
        assert abs(turn - 2*half) < 1e-10
        assert abs(rise - 2*(lam[0]-lam[i])*np.sin(half)**2) < 1e-10
        if i == 1:
            soft_rise = rise
        r_stat = rotation_matrix(quats[:, i])
        r_down = rotation_matrix(np.cos(half)*quats[:, i]
                                 + np.sin(half)*quats[:, 0])
        assert (misfit(reference, b, weights, r_down)
                < misfit(reference, b, weights, r_stat))
    q = quats[:, 0]
    angle = np.degrees(2*np.arctan2(np.linalg.norm(q[1:]), q[0]))
    for i in range(3):
        print(f"{name} M row {i+1}:", text(m[i]))
    if name == "A":
        for i, row in enumerate(horn_matrix(m)):
            print(f"A N row {i+1}:", text(row))
        for i in range(3):
            print(f"A R row {i+1}:", text(r[i], 5))
        print("A fitted translation:", text(t))
    print(f"{name} eigenvalues of N:", text(lam))
    print(f"{name} singular values: {text(s)}; d = {d:.0f}")
    print(f"{name} G = {g:.4f}; E_min = {e_best:.4f}")
    print(f"{name} quaternion:", text(q, 5))
    print(f"{name} angle {angle:.3f} deg; axis",
          text(q[1:] / np.linalg.norm(q[1:]), 5))
    print(f"{name} proper RMSD {rmsd(e_best):.5f} bohr ="
          f" {rmsd(e_best)*ANGSTROM_PER_BOHR:.5f} angstrom")
    print(f"{name} uncorrected SVD: RMSD {rmsd(e_plain):.5f} bohr,"
          f" det R = {np.linalg.det(r_plain):.0f}")
    print(f"{name} direct search RMSD: proper {rmsd(e_search):.5f},"
          f" improper {rmsd(e_mirror):.5f} bohr")
    print(f"{name} gap {lam[0]-lam[1]:.4f}; E rise for 10 deg"
          f" on softest axis {soft_rise:.4f} bohr^2")
    results[name] = dict(g=g, lam=lam, s=s, d=d, r=r, u=u, v=v,
                         e=e_best, plain=e_plain)

case_a, case_b = results["A"], results["B"]
assert case_a["d"] == 1 and case_b["d"] == -1
assert np.allclose(case_b["lam"], -case_a["lam"][::-1], atol=1e-11)
assert abs(case_b["plain"] - case_a["e"]) < 1e-10
assert abs(case_b["e"] - case_b["plain"] - 4*case_b["s"][2]) < 1e-10
e_input = misfit(reference, targets["A"], weights, r_in)
assert e_input > case_a["e"]
offset = np.degrees(Rotation.from_matrix(case_a["r"] @ r_in.T).magnitude())
print(f"A fitted and input rotations differ by {offset:.3f} deg;"
      f" RMSD at input rotation {rmsd(e_input):.5f} bohr")

# Sign choices which make the SVD matrix proper for the mirror target.
choices = [(1, 1, -1), (1, -1, 1), (-1, 1, 1), (-1, -1, -1)]
stationary = []
for diagonal, eigenvalue in zip(choices, case_b["lam"]):
    r_try = case_b["v"] @ np.diag(diagonal) @ case_b["u"].T
    e_try = misfit(reference, targets["B"], weights, r_try)
    assert abs(np.linalg.det(r_try) - 1) < 1e-12
    assert abs(e_try - (case_b["g"] - 2*eigenvalue)) < 1e-10
    stationary.append(rmsd(e_try))
print("B RMSD, sign flipped on s3; s2; s1; all:", text(stationary), "bohr")

# Three sites are planar: a proper and an improper fit tie.
a, b, w = reference[:3], targets["A"][:3], weights[:3]
m, g = correlation(a, b, w)
lam, _, r = horn_fit(m)
_, _, _, _, u, v = svd_fit(m)
pair = [v @ np.diag([1, 1, sign]) @ u.T for sign in (1, -1)]
tie = [misfit(a, b, w, z) for z in pair]
assert abs(np.linalg.det(pair[0]) + np.linalg.det(pair[1])) < 1e-12
assert abs(tie[0] - tie[1]) < 1e-10 and lam[0] - lam[1] > 0.1
assert abs(misfit(a, b, w, r) - tie[0]) < 1e-10
print("three sites, RMSD of proper and improper fits:",
      text(np.sqrt(np.array(tie) / w.sum()), 5), "bohr")

# Two sites: rotation about their line is free.
a, b, w = reference[:2], targets["A"][:2], weights[:2]
m, g = correlation(a, b, w)
lam, _, r = horn_fit(m)
line = (a[1] - a[0]) / np.linalg.norm(a[1] - a[0])
for angle in (0.7, 2.1):
    spin = Rotation.from_rotvec(angle * line).as_matrix()
    assert abs(misfit(a, b, w, r @ spin) - misfit(a, b, w, r)) < 1e-11
assert abs(lam[0] - lam[1]) < 1e-12
print("two sites, eigenvalues of N:", text(lam), "bohr^2")

# Mirror target with s2 = s3: rotation about the long axis is free.
a = np.vstack([np.diag([3., 1., 1.]), -np.diag([3., 1., 1.])])
b, w = a @ mirror, np.ones(6)
m, g = correlation(a, b, w)
lam, _, _ = horn_fit(m)
assert abs(lam[0] - lam[1]) < 1e-12 and svd_fit(m)[1] == -1
for angle in (0.0, 0.9, 2.4):
    r = Rotation.from_rotvec([angle, 0, 0]).as_matrix()
    assert abs(misfit(a, b, w, r) - (g - 2*lam[0])) < 1e-11

# Exact copies, including a half turn: cancellation in G - 2 lambda_max.
from_formula, from_residuals = [], []
for trial in range(50):
    vector = rng.normal(size=3)
    if trial == 0:
        vector *= np.pi / np.linalg.norm(vector)
    r_true = Rotation.from_rotvec(vector).as_matrix()
    copy = reference @ r_true.T + shift_in
    m, g = correlation(reference, copy, weights)
    lam, _, r = horn_fit(m)
    assert np.abs(r - r_true).max() < 1e-12
    from_formula.append(rmsd(abs(g - 2*lam[0])))
    from_residuals.append(rmsd(misfit(reference, copy, weights, r)))
assert max(from_residuals) < 1e-13
assert 1e-9 < max(from_formula) < 1e-6
print(f"exact copies, largest false RMSD: G-2lambda {max(from_formula):.0e},"
      f" residuals {max(from_residuals):.0e} bohr")
print("done: every assertion held")
```

Output:

```
Lengths in bohr; M, N, G, E, eigenvalues in bohr^2
site 1: w 4; ref 0.0 0.0 0.0; distortion 0.1 0.0 -0.1
site 2: w 1; ref 1.2 1.2 1.2; distortion 0.0 0.2 0.1
site 3: w 2; ref -1.5 -1.5 1.5; distortion -0.2 0.1 0.0
site 4: w 3; ref -1.9 1.9 -1.9; distortion 0.1 -0.1 0.2
site 5: w 2; ref 2.2 -2.2 -2.2; distortion 0.0 0.1 -0.2
site 1: A 2.9039 -0.9276 1.9256; B 3.0874 -0.8889 1.9952
site 2: A 3.5866 0.8393 3.1673; B 1.2015 0.3366 2.2626
site 3: A 5.0036 -2.7566 2.0049; B 2.2515 -3.3367 0.9609
site 4: A 0.8060 -2.3536 3.6506; B 3.9250 -1.6962 4.8337
site 5: A 1.5343 -0.1766 -1.4905; B 5.9375 0.7515 0.1798
input turn 100 deg, axis 0.3333 0.6667 0.6667; shift 3.0 -1.0 2.0
centroid ref: -0.2583 -0.0417 -0.4917
centroids A; B: 2.5580 -1.3165 1.9042 ; 3.4754 -1.1232 2.2522
A M row 1: -0.6205 17.8341 -23.6772
A M row 2: -11.5840 -4.0194 26.1048
A M row 3: 23.0618 -0.8377 6.8001
A N row 1: 2.1602 26.9424 46.7390 29.4181
A N row 2: 26.9424 -3.4012 6.2501 -0.6154
A N row 3: 46.7390 6.2501 -10.1990 25.2671
A N row 4: 29.4181 -0.6154 25.2671 11.4400
A R row 1: -0.05200 -0.37362 0.92612
A R row 2: 0.91287 0.35825 0.19578
A R row 3: -0.40493 0.85561 0.32243
A fitted translation: 2.9844 -0.9695 1.9938
A eigenvalues of N: 74.5103 4.0956 -23.4824 -55.1235
A singular values: 39.3029 25.5139 9.6934; d = 1
A G = 149.4708; E_min = 0.4503
A quaternion: 0.63810 0.25851 0.52149 0.50403
A angle 100.699 deg; axis 0.33575 0.67730 0.65462
A proper RMSD 0.19372 bohr = 0.10251 angstrom
A uncorrected SVD: RMSD 0.19372 bohr, det R = 1
A direct search RMSD: proper 0.19372, improper 1.80794 bohr
A gap 70.4147; E rise for 10 deg on softest axis 1.0698 bohr^2
B M row 1: 9.2135 19.9069 -19.9469
B M row 2: -7.3275 -3.1223 27.7194
B M row 3: -19.7968 -9.8711 -9.4572
B eigenvalues of N: 55.1235 23.4824 -4.0956 -74.5103
B singular values: 39.3029 25.5139 9.6934; d = -1
B G = 149.4708; E_min = 39.2239
B quaternion: 0.41111 0.85593 0.09469 -0.29901
B angle 131.451 deg; axis 0.93895 0.10387 -0.32801
B proper RMSD 1.80794 bohr = 0.95672 angstrom
B uncorrected SVD: RMSD 0.19372 bohr, det R = -1
B direct search RMSD: proper 1.80794, improper 0.19372 bohr
B gap 31.6411; E rise for 10 deg on softest axis 0.4807 bohr^2
A fitted and input rotations differ by 1.592 deg; RMSD at input rotation 0.20293 bohr
B RMSD, sign flipped on s3; s2; s1; all: 1.8079 2.9227 3.6247 4.9874 bohr
three sites, RMSD of proper and improper fits: 0.10842 0.10842 bohr
two sites, eigenvalues of N: 3.7661 3.7661 -3.7661 -3.7661 bohr^2
exact copies, largest false RMSD: G-2lambda 8e-08, residuals 3e-15 bohr
done: every assertion held
```
